# The Doniach-Sunjic Line Shape from Fermi-Level Phase Shifts, part 1

(Sections cited here and not found follow in the second part.)

A core-level photoemission line from a metal has to be fitted with some function, and three decisions hang on the choice: whether the maximum marks the threshold, whether the width is the lifetime width, and how wide an energy window may enter the fit and the area. A Lorentzian answers yes, yes and any. Conduction electrons that react to the hole change all three answers: the peak shift and the width, in units of the lifetime width, are fixed by one exponent \(\alpha\) as long as the lifetime width is small against a cutoff energy \(\xi\) of the band, while the usable window also depends on the band, which is modelled here by an exponential cutoff at \(\xi\).

### 1. The quantity to compute

The assumptions are zero temperature, non-interacting conduction electrons, and a structureless hole that appears suddenly and adds a static short-range potential, \(H=H_0+V\). The initial Fermi sea \(|\Phi_0\rangle\) has energy \(E_0\); the eigenstates \(|f\rangle\) of \(H\) have energies \(E_f\), the lowest being \(E_0+\Delta E\). With a constant dipole element the golden rule gives a rate proportional to
\[A_0(\varepsilon)=\sum_f|\langle f|\Phi_0\rangle|^2\,\delta\big(\varepsilon-(E_f-E_0-\Delta E)\big),\]
where \(\varepsilon=h\nu-E_{\rm kin}-E_{\rm th}\) is the energy left in the Fermi sea and the threshold \(E_{\rm th}\) is the bare binding energy plus \(\Delta E\). Positive \(\varepsilon\) means higher binding energy. Inserting \(\delta(x)=(\pi\hbar)^{-1}{\rm Re}\int_0^\infty e^{ixt/\hbar}dt\) and summing over \(f\) by completeness,
\[A_0(\varepsilon)=\frac1{\pi\hbar}{\rm Re}\int_0^\infty dt\,e^{i\varepsilon t/\hbar}g(t),\qquad g(t)=e^{i\Delta Et/\hbar}\langle\Phi_0|e^{iH_0t/\hbar}e^{-iHt/\hbar}|\Phi_0\rangle .\]
Equivalently \(g(t)=\int A_0\,e^{-i\varepsilon t/\hbar}d\varepsilon\), and the core-hole Green function is \(-i\theta(t)e^{-iE_{\rm th}t/\hbar}g(t)\). For a spherical, spin-independent \(V\), both Hamiltonians are sums of commuting parts for each \((l,m,\sigma)\) and \(|\Phi_0\rangle\) is a product, so \(g\) is a product over channels.

Limit: for \(V=0\), \(g=1\) and \(A_0=\delta(\varepsilon)\).

### 2. One displaced oscillator

Let the hole push a single mode, \(h=\Omega b^\dagger b+\lambda(b+b^\dagger)\). With \(B=b+\kappa\), \(\kappa=\lambda/\Omega\), completing the square gives \(h=\Omega B^\dagger B-\lambda^2/\Omega\), so \(\Delta E=-\lambda^2/\Omega\). The old vacuum obeys \(B|0\rangle=\kappa|0\rangle\). Projecting on eigenstates of \(B^\dagger B\) gives \(\sqrt{n+1}\,c_{n+1}=\kappa c_n\), hence \(|c_n|^2=e^{-\kappa^2}\kappa^{2n}/n!\) after normalisation, and
\[g(t)=\sum_n|c_n|^2e^{-in\Omega t/\hbar}=\exp\big[\kappa^2(e^{-i\Omega t/\hbar}-1)\big].\]
Limit: for \(\kappa\to0\) the line at \(\varepsilon=0\) keeps all the weight; in general it keeps \(e^{-\kappa^2}\).

### 3. One channel with linear dispersion

Outside the potential a radial wave near \(k_F\) is an incoming \(e^{-ikr}\) plus an outgoing \(-(-1)^le^{ikr+2i\delta}\); the constant sign only places the unperturbed levels and is dropped. Placing the incoming part at \(x=-r\) and the outgoing part at \(x=r\) makes one right-moving wave on a ring of length \(L\), twice the box radius. The chiral model takes \(h=-i\hbar v\,\partial_x+V(x)\), which is first order and integrates directly:
\[\psi=\exp\Big(\frac{iEx}{\hbar v}-\frac{i}{\hbar v}\int^xV\,dx'\Big),\qquad 2\delta=-\frac1{\hbar v}\int V\,dx .\]
In this model the expression is the full phase shift, positive for attraction. The boundary condition keeps \(kL+2\delta\) fixed for each level, so with spacing \(\Delta=2\pi\hbar v/L\) every level moves by \(-2\delta\hbar v/L=-\eta\Delta\), \(\eta=\delta/\pi\).

The same condition holds in a real band with \(\delta(E)\) and a local spacing \(\Delta(E)\). The number of levels below a fixed \(E_F\) grows by \(\delta(E_F)/\pi\) per channel, which is the Friedel sum rule \(Z=2\sum_l(2l+1)\delta_l/\pi\). Summing the shifts of the occupied levels with \(\sum\to\int dE/\Delta\) gives Fumi's \(\Delta E=-\int^{E_F}\delta\,dE/\pi\) per channel when there is no bound state.

Label the unperturbed levels by integers \(n\ge n_0\), with the band bottom \(n_0\) far below the Fermi level, and let \(\rho_m=\sum_nc^\dagger_{n+m}c_n\). Then \(V=\sum_mV_m\rho_m\), where \(V_m\) are Fourier components of \(V(x)\) and \(V_0=\int V\,dx/L=-\eta\Delta\). From \([c_a^\dagger c_b,c_c^\dagger c_d]=\delta_{bc}c_a^\dagger c_d-\delta_{ad}c_c^\dagger c_b\), for \(m>0\),
\[[\rho_{-m},\rho_m]=\sum_{n\ge n_0}c_n^\dagger c_n-\sum_{n\ge n_0+m}c_n^\dagger c_n=m ,\]
because the \(m\) lowest levels stay full. For unequal indices the leftover terms are hops among those full levels and vanish. So \(b_m^\dagger=\rho_m/\sqrt m\) are bosons, \(b_m|\Phi_0\rangle=0\) by the Pauli principle, and \([H_0,b_m^\dagger]=m\Delta\,b_m^\dagger\). The difference \(H_0-\sum_mm\Delta\,b_m^\dagger b_m\) commutes with every \(b_m\) and \(b_m^\dagger\) and therefore equals \(E_0\) on all states reached from \(|\Phi_0\rangle\). The channel is a set of the oscillators of entry 2 with \(\Omega_m=m\Delta\) and \(\lambda_m=V_m\sqrt m\); the term \(V_0\rho_0\) is a constant inside \(\Delta E\). Taking \(V_m=-\eta\Delta e^{-|m|a/2}\) gives \(\kappa_m^2=\eta^2e^{-ma}/m\), and \(\sum_mz^m/m=-\ln(1-z)\) gives
\[\ln g=\eta^2\sum_{m\ge1}\frac{e^{-ma}}m\big(e^{-im\Delta t/\hbar}-1\big)=-\eta^2\ln\frac{1-e^{-a-i\Delta t/\hbar}}{1-e^{-a}} .\]
For \(\Delta,a\to0\) at fixed \(\xi=\Delta/a\) the ratio becomes \((a+i\Delta t/\hbar)/a\):
\[g(t)=(1+i\xi t/\hbar)^{-\eta^2}.\]
The logarithm comes from \(\kappa_m^2\to\eta^2/m\) at low energy, where \(V_m\to V_0\) for any short-range profile; the profile sets the prefactor of the long-time law, that is \(\xi\).

A finite system differs in a known way. For \(\vartheta=\Delta t/\hbar\) with \(\vartheta\gg a\) and \(2\pi-\vartheta\gg a\), \(1-e^{-i\vartheta}=2\sin(\vartheta/2)\,e^{i(\pi-\vartheta)/2}\), so \(t\) is replaced by the chord \((2\hbar/\Delta)\sin(\vartheta/2)\). The phase \(+\eta^2\vartheta/2\) in \(g\) cancels against the finite-size part of the oscillator energy \(-\eta^2\Delta/(e^a-1)\approx-\eta^2\xi+\eta^2\Delta/2\) when the infinite-system \(\Delta E\) is the reference, which leaves the constant \(-\pi\eta^2/2\).

Test: the fermion determinant for 240 levels at \(\eta=0.6\), \(a=0.4\) agrees with the boson formula to about \(10^{-12}\) in absolute value. Limit: the lowest line has weight \(e^{-\sum\kappa_m^2}=(1-e^{-a})^{\eta^2}\approx(\Delta/\xi)^{\eta^2}\), which vanishes as \(L\to\infty\). This is Anderson's orthogonality.

### 4. A general band

In the chiral model the full and the Born phase shifts coincide, so it cannot tell which one a real band uses. A rank-one potential can. Let \(h=h_0+V|\phi\rangle\langle\phi|\) have levels \(\mu_j\) and \(h_0\) levels \(\lambda_i\), both in rising order, with \(\phi_i=\langle\lambda_i|\phi\rangle\) and \(\phi'_j=\langle\phi|\mu_j\rangle\). Projecting the eigenvalue equation on \(\langle\lambda_i|\) gives \(\langle\lambda_i|\mu_j\rangle=V\phi_i\phi'_j/(\mu_j-\lambda_i)\). The ratio of characteristic polynomials follows from \(\det(1-|u\rangle\langle w|)=1-\langle w|u\rangle\), applied once from each side:
\[\prod_i\frac{z-\mu_i}{z-\lambda_i}=1-\sum_i\frac{V|\phi_i|^2}{z-\lambda_i},\qquad\prod_i\frac{z-\lambda_i}{z-\mu_i}=1+\sum_j\frac{V|\phi'_j|^2}{z-\mu_j}.\]
The residues give
\[|V||\phi_i|^2=\frac{\prod_k|\lambda_i-\mu_k|}{\prod_{k\ne i}|\lambda_i-\lambda_k|},\qquad|V||\phi'_j|^2=\frac{\prod_k|\mu_j-\lambda_k|}{\prod_{k\ne j}|\mu_j-\mu_k|}.\]
The overlap of the two \(N\)-particle ground states is the \(N\times N\) determinant of \(\langle\lambda_i|\mu_j\rangle\), so its square is \(\prod_i|V||\phi_i|^2\prod_j|V||\phi'_j|^2\) times the square of the Cauchy determinant
\[\det\frac1{\mu_j-\lambda_i}=\pm\frac{\prod_{i<k}(\lambda_i-\lambda_k)(\mu_i-\mu_k)}{\prod_{i,j}(\mu_j-\lambda_i)} .\]
This holds because the determinant times the denominator is a polynomial of degree \(N^2-N\) that vanishes when two \(\lambda\) or two \(\mu\) coincide, so it is a constant times the numerator; the residue at \(\mu_N=\lambda_N\) reduces \(N\) by one and fixes the constant to \(\pm1\). In the product of residues, the factors with both indices occupied are \(\prod_{i,j}(\mu_j-\lambda_i)^2/\prod_{i<k}(\lambda_i-\lambda_k)^2(\mu_i-\mu_k)^2\), the inverse of the squared Cauchy determinant. What survives pairs an occupied with an empty level:
\[|\langle\Phi_0|\Phi\rangle|^2=\prod_{j\le N<k}\frac{(\mu_k-\lambda_j)(\lambda_k-\mu_j)}{(\lambda_k-\lambda_j)(\mu_k-\mu_j)} .\]
With \(s=\lambda-\mu\) and \(D=\lambda_k-\lambda_j\), the numerator is \((D-s_k)(D+s_j)\), the denominator is \(D(D-s_k+s_j)\), and their difference is \(-s_js_k\). Each factor is \(1-s_js_k/[D(D-s_k+s_j)]\). Test: on a random 12-level model the determinant and the product both give 0.00373535.

The shifts are \(s=\Delta\,\delta(E)/\pi\) with the full phase shift. Near \(E_F\) there are \(m\) pairs at distance \(D=m\Delta\), each contributing \(\ln(1-\eta^2/m^2)=-\eta^2/m^2+O(m^{-4})\); the remainder times \(m\) sums to a constant. The levels \(\mu\) interlace the \(\lambda\), since the secular function is monotonic between its poles, so \(|\eta|<1\), and counting from the lowest level selects the continuous (Levinson) branch of \(\delta\). In the leading term \(\sum\to\int dE/\Delta\) cancels the spacings. With \(x,y\) the distances below and above \(E_F\),
\[\ln|\langle\Phi_0|\Phi\rangle|^2\simeq-\iint\frac{\delta(E_F-x)\,\delta(E_F+y)}{\pi^2(x+y)^2}\,dx\,dy .\]
For constant \(\delta\), the variable \(w=x+y\) has measure \(w\,dw\), and \(\int_\Delta w\,dw/w^2=\ln(1/\Delta)+\)const. A smooth variation of \(\delta\) adds a power of \(w\) and converges as \(\Delta\to0\). Since \(\Delta\propto1/N\), the squared overlap falls as \(N^{-(\delta(E_F)/\pi)^2}\).

This squared overlap is the weight of the lowest line of \(A_0\). If \(A_0\propto\varepsilon^{\alpha-1}\) near threshold, the weight within one spacing scales as \(\Delta^\alpha\), so \(\alpha=(\delta(E_F)/\pi)^2\). That the power law and its phase carry over from the chiral model to a curved band is argued here, from long times involving only levels near \(E_F\), and not proved; it is checked on a chain. For hopping \(-J\), sites \(n\ge1\) and potential \(-uJ\) on site 1, put \(\psi_n=\sin(kn+\delta)\). The bulk equation extended to site 1 contains \(-J\psi_0\) where the true one contains \(-uJ\psi_1\), so \(\sin\delta=u\sin(k+\delta)\) and \(\tan\delta=u\sin k/(1-u\cos k)\). The Born value is \(u\sin k\).

| case | numerical | \((\delta/\pi)^2\) | Born |
|---|---|---|---|
| overlap, \(u=0.9\), \(k_F=\pi/2\) | 0.05404 | 0.05441 | 0.08207 |
| overlap, \(u=0.9\), \(k_F=\pi/4\) | 0.11167 | 0.11207 | 0.04104 |
| overlap, \(u=-0.9\), \(k_F=\pi/4\) | 0.01387 | 0.01394 | 0.04104 |
| \(\lvert g(t)\rvert\), \(u=0.7\), \(k_F=\pi/2\) | 0.03767 | 0.03779 | 0.04965 |

The numerical exponents lie below \((\delta/\pi)^2\) by less than 1% of it; that this is a finite-size effect is a conjecture. The last row is fitted against the chord. For that case the phase of \(g\), averaged over \(60<Jt/\hbar\le200\), is \(-0.05917\) rad against \(-\pi\alpha/2=-0.05936\) rad, and \(\delta/\pi=0.19440\) is matched by the level shift 0.19448, averaged over the two levels next to \(E_F\), and by the displaced charge 0.19440. The latter is the extra charge on the first 200 and on the first 201 of 800 sites, averaged and divided by \(1-200.5/800\) to undo the uniform depletion at fixed particle number.

The rank-one exponent is taken over, without proof, to each channel of a local potential. Multiplying the channels, each with its phase shift at \(E_F\), and merging the prefactors into one \(\xi\) (it sets the amplitude of the long-time law; only for the exponential profile does the same number also set the corrections to it),
\[g(t)\to(i\xi t/\hbar)^{-\alpha},\qquad\alpha=2\sum_l(2l+1)\Big(\frac{\delta_l(E_F)}\pi\Big)^2=\sum_l\frac{q_l^2}{2(2l+1)},\]
where \(q_l=2(2l+1)\delta_l/\pi\) is the screening charge in partial wave \(l\). Limit: a unit charge screened by s waves alone has \(\alpha=1/2\). Empty bound states can open further thresholds, which are not treated.

The response of the conduction electrons to a suddenly created, stable hole gives \(g(t)\) a long-time power law whose exponent \(\alpha\) is set by the phase shifts at \(E_F\); for a real band this was argued and checked on a chain, not proved. What remains is to turn \(g(t)\) into a spectrum, include the hole's lifetime, find the peak, width and usable energy window, and work through an example.
